# Bounded but direction-dependent local energy of a cusp-satisfying helium wave function: verification in Python

```python
"""Local energy of psi = exp(-Z r1 - Z r2 + r12/2) for a two-electron atom.

Result under test (Hartree atomic units, fixed nucleus of charge Z):
    E_L = H psi / psi = -Z^2 - 1/4 + (Z/2) w,
    w = (unit(r1) - unit(r2)) . unit(r1 - r2),   0 <= w <= 2,
    mean E_L = -Z^2 - 1/4 + 2 Z^2 (10 Z - 1)/(32 Z^2 - 10 Z + 1).
E_L is bounded but depends on direction where an electron meets the nucleus.
Quadrature variables: s = r1 + r2, t = r1 - r2 (distances), u = r12.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

mp.mp.dps = 40
Z_HE = 2
rng = np.random.default_rng(12345)


# ---------- local energy from the definition, by symbolic derivatives ----------
coords = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
Zs = sp.Symbol("Z", positive=True)
p1, p2 = coords[:3], coords[3:]
d1 = sp.sqrt(sum(c**2 for c in p1))
d2 = sp.sqrt(sum(c**2 for c in p2))
d12 = sp.sqrt(sum((c - d)**2 for c, d in zip(p1, p2)))


def build_local_energy(psi):
    laplacian = sum(sp.diff(psi, c, 2) for c in coords)
    expr = -laplacian / (2 * psi) - Zs / d1 - Zs / d2 + 1 / d12
    return sp.lambdify((*coords, Zs), expr, "mpmath")


psi_sym = sp.exp(-Zs * d1 - Zs * d2 + d12 / 2)
dot12 = sum(c * d for c, d in zip(p1, p2))
raw_definition = build_local_energy(psi_sym)
raw_repaired = build_local_energy(psi_sym * (1 - Zs * d1 * dot12 / (4 * d2)))


def from_definition(a, b, Z, function=raw_definition):
    args = [mp.mpf(float(c)) for c in (*a, *b)]
    return float(function(*args, mp.mpf(Z)))


def closed_local_energy(a, b, Z):
    """Derived formula; a and b have the Cartesian index last."""
    def unit(v):
        return v / np.linalg.norm(v, axis=-1, keepdims=True)
    w = np.sum((unit(a) - unit(b)) * unit(a - b), axis=-1)
    return -Z**2 - 0.25 + 0.5 * Z * w


for Z in (1, 2, 3):
    for _ in range(12):
        a, b = rng.normal(size=(2, 3))
        value = from_definition(a, b, Z)
        assert abs(value - closed_local_energy(a, b, Z)) < 1e-10
        assert -Z**2 - 0.25 - 1e-10 <= value <= -Z**2 - 0.25 + Z + 1e-10

sample_a, sample_b = np.array([0.5, 0.0, 0.0]), np.array([0.0, 1.0, 0.0])
sample_energy = from_definition(sample_a, sample_b, Z_HE)
lower, upper = -Z_HE**2 - 0.25, -Z_HE**2 - 0.25 + Z_HE

# ---------- triple coalescence: shrink three fixed shapes ----------
ex, ey = np.array([1.0, 0, 0]), np.array([0, 1.0, 0])
shapes = {"same ray, r1 = 2 r2": (2 * ex, ex),
          "right angle, r1 = r2": (ex, ey),
          "opposite sides, r1 = r2": (ex, -ex)}
triple = {}
for name, (a, b) in shapes.items():
    values = [from_definition(k * a, k * b, Z_HE) for k in (1, 1e-3, 1e-7)]
    assert np.ptp(values) < 1e-8
    triple[name] = values[-1]
triple_values = list(triple.values())
assert abs(triple_values[0] - lower) < 1e-8
assert abs(triple_values[2] - upper) < 1e-8

# ---------- one electron at the nucleus, and electrons meeting ----------
small = 1e-7
nucleus, repaired = {}, []
for degrees in (0, 90, 180):
    th = np.radians(degrees)
    a = small * (np.cos(th) * ex + np.sin(th) * ey)
    nucleus[degrees] = from_definition(a, ex, Z_HE)
    limit = lower + 0.5 * Z_HE * (1 - np.cos(th))
    assert abs(nucleus[degrees] - limit) < 1e-5
    repaired.append(from_definition(a, ex, Z_HE, raw_repaired))
assert np.ptp(repaired) < 1e-5
meeting = []
for _ in range(6):
    d = rng.normal(size=3)
    d /= np.linalg.norm(d)
    meeting.append(from_definition(ex + small * d, ex, Z_HE))
assert max(abs(np.array(meeting) - lower)) < 1e-5


# ---------- quadrature in s, t, u ----------
def make_grid(decay, n_s=40, n_a=24):
    q, wq = np.polynomial.laguerre.laggauss(n_s)
    x, wx = np.polynomial.legendre.leggauss(n_a)
    x, wx = (x + 1) / 2, wx / 2
    s, xu, yt = (g.ravel() for g in np.meshgrid(q / decay, x, x, indexing="ij"))
    weight = np.einsum("i,j,k->ijk", wq * np.exp(q) / decay, wx, wx).ravel()
    u = s * xu
    return s, u * yt, u, weight * s * u


def matrices(F, Fs, Ft, Fu, Z, grid):
    """Overlap, gradient-form kinetic and potential matrices."""
    s, t, u, wt = grid
    vol = wt * u * (s**2 - t**2)
    S = (F * vol) @ F.T
    T = (Fs * vol) @ Fs.T + (Ft * vol) @ Ft.T + (Fu * vol) @ Fu.T
    C = (Fu * wt) @ (s * (u**2 - t**2) * Fs + t * (s**2 - u**2) * Ft).T
    V = (F * wt * (-4 * Z * s * u + s**2 - t**2)) @ F.T
    return S, T + C + C.T, V


def jastrow_parts(Z, beta, grid):
    """Norm, <T>, <V> for exp(-Z s + u/(2(1 + beta u)))."""
    s, t, u, _ = grid
    F = np.exp(-Z * s + u / (2 * (1 + beta * u)))[None, :]
    S, T, V = matrices(F, -Z * F, 0 * F, F / (2 * (1 + beta * u)**2), Z, grid)
    return S[0, 0], T[0, 0] / S[0, 0], V[0, 0] / S[0, 0]


def closed_integrals(Z):
    a, b = Fraction(2 * Z), Fraction(2 * Z - 1)
    I0 = 16 / (a * b**5) + 12 / (a**2 * b**4) + 4 / (a**3 * b**3)
    Iw = 32 / (a * b**5) + 8 / (a**2 * b**4)
    return I0, Iw


def closed_mean(Z):
    return (-Fraction(Z)**2 - Fraction(1, 4)
            + Fraction(2 * Z**2 * (10 * Z - 1), 32 * Z**2 - 10 * Z + 1))


for Z in (1, 2, 3, 5):
    grid = make_grid(2 * Z - 0.5)
    norm, kinetic, potential = jastrow_parts(Z, 0.0, grid)
    s, t, u, wt = grid
    density = np.exp(-2 * Z * s + u) * wt
    Iw_quad = np.sum(density * 2 * s * (u**2 - t**2))
    I0, Iw = closed_integrals(Z)
    assert abs(norm / float(I0) - 1) < 1e-8
    assert abs(Iw_quad / float(Iw) - 1) < 1e-8
    assert abs(kinetic + potential - float(closed_mean(Z))) < 1e-7
    assert abs(kinetic + float(closed_mean(Z))) < 1e-7

I0, Iw = closed_integrals(Z_HE)
mean_exact = closed_mean(Z_HE)
mean = float(mean_exact)
grid = make_grid(2 * Z_HE - 0.5)
s, t, u, wt = grid
_, kinetic, potential = jastrow_parts(Z_HE, 0.0, grid)

# ---------- spread of the local energy with and without the r12 factor ----------
vol = wt * u * (s**2 - t**2)
rho = vol * np.exp(-2 * Z_HE * s + u)
w_grid = 2 * s * (u**2 - t**2) / (u * (s**2 - t**2))
el_grid = lower + 0.5 * Z_HE * w_grid
sigma = np.sqrt(np.sum(rho * (el_grid - mean)**2) / np.sum(rho))
rho0 = vol * np.exp(-2 * Z_HE * s)
el0 = -Z_HE**2 + 1 / u
mean0 = np.sum(rho0 * el0) / np.sum(rho0)
sigma0 = np.sqrt(np.sum(rho0 * (el0 - mean0)**2) / np.sum(rho0))
assert abs(mean0 - (-Z_HE**2 + 5 * Z_HE / 8)) < 1e-8
assert sigma < sigma0

# ---------- Metropolis sampling of psi^2 ----------
n_walkers, n_equil, n_steps, width = 4000, 300, 1500, 0.35


def log_density(R):
    r = np.linalg.norm(R, axis=2)
    return -2 * Z_HE * r.sum(axis=1) + np.linalg.norm(R[:, 0] - R[:, 1], axis=1)


R = rng.normal(scale=0.6, size=(n_walkers, 2, 3))
logp = log_density(R)
walker_sum, square_sum, accepted = np.zeros(n_walkers), 0.0, 0
mc_min, mc_max = np.inf, -np.inf
for step in range(n_equil + n_steps):
    trial = R + width * rng.normal(size=R.shape)
    logt = log_density(trial)
    move = np.log(1 - rng.random(n_walkers)) < logt - logp
    R[move], logp[move] = trial[move], logt[move]
    if step >= n_equil:
        e = closed_local_energy(R[:, 0], R[:, 1], Z_HE)
        walker_sum += e
        square_sum += np.sum(e**2)
        accepted += move.sum()
        mc_min, mc_max = min(mc_min, e.min()), max(mc_max, e.max())
walker_mean = walker_sum / n_steps
mc_mean = walker_mean.mean()
mc_error = walker_mean.std(ddof=1) / np.sqrt(n_walkers)
mc_sigma = np.sqrt(square_sum / (n_walkers * n_steps) - mc_mean**2)
assert abs(mc_mean - mean) < 4 * mc_error
assert abs(mc_sigma - sigma) < 0.01
assert lower - 1e-9 <= mc_min and mc_max <= upper + 1e-9

# ---------- other variational energies for helium ----------
best = minimize_scalar(lambda b: sum(jastrow_parts(Z_HE, b, grid)[1:]),
                       bounds=(0.0, 1.0), method="bounded")
beta_best, pade_energy = best.x, best.fun


def hylleraas_energy(order, k=1.9):
    """Lowest energy in the basis s^l t^(2m) u^n exp(-k s), l+2m+n <= order."""
    g = make_grid(2 * k)
    s, t, u, _ = g
    F, Fs, Ft, Fu = [], [], [], []
    for m in range(order // 2 + 1):
        for l in range(order - 2 * m + 1):
            for n in range(order - 2 * m - l + 1):
                f = s**l * t**(2 * m) * u**n * np.exp(-k * s)
                F.append(f)
                Fs.append((l / s - k) * f)
                Ft.append(2 * m / t * f)
                Fu.append(n / u * f)
    S, T, V = matrices(*(np.array(x) for x in (F, Fs, Ft, Fu)), Z_HE, g)
    scale = 1 / np.sqrt(np.diag(S))
    scale2 = np.outer(scale, scale)
    return eigh((T + V) * scale2, S * scale2, eigvals_only=True)[0], len(F)


ref_small, n_small = hylleraas_energy(3)
ref_energy, n_ref = hylleraas_energy(4)
assert ref_energy <= ref_small + 1e-9 and ref_small - ref_energy < 1e-3
molecule = gto.M(atom="He 0 0 0", basis="cc-pv5z", verbose=0)
hf_energy = scf.RHF(molecule).kernel()
assert ref_energy < hf_energy < mean < mean0
assert ref_energy < pade_energy < mean

# ---------- output ----------
ev = physical_constants["Hartree energy in eV"][0]
print(f"Nuclear charge Z: {Z_HE}")
print(f"Lower bound of E_L: {lower:.4f} hartree")
print(f"Upper bound of E_L: {upper:.4f} hartree")
print(f"E_L at r1=(0.5,0,0), r2=(0,1,0) bohr: {sample_energy:.6f} hartree")
for name, value in triple.items():
    print(f"Triple point, {name}: E_L = {value:.6f} hartree")
for degrees, value in nucleus.items():
    print(f"r1 -> 0, r2 = 1 bohr, angle {degrees} deg: E_L = {value:.5f} hartree")
print(f"Same limit with repaired p wave, all angles: {np.mean(repaired):.5f} hartree")
print(f"r12 -> 0 at 1 bohr from nucleus: E_L = {np.mean(meeting):.5f} hartree")
print(f"Integral I0 = {I0} = {float(I0):.8f} (atomic units)")
print(f"Integral Iw = {Iw} = {float(Iw):.8f} (atomic units)")
print(f"Mean of w = {Iw / I0} = {float(Iw / I0):.6f}")
print(f"Mean E_L, closed form = {mean_exact} = {mean:.6f} hartree")
print(f"Mean E_L converted: {mean * ev:.3f} eV")
print(f"Kinetic energy by quadrature: {kinetic:.6f} hartree")
print(f"Potential energy by quadrature: {potential:.6f} hartree")
print(f"Sum of the two: {kinetic + potential:.6f} hartree")
print(f"Standard deviation of E_L: {sigma:.4f} hartree")
print(f"Without r12 factor, mean E_L: {mean0:.6f} hartree")
print(f"Without r12 factor, standard deviation: {sigma0:.4f} hartree")
print(f"Metropolis walkers: {n_walkers}, recorded steps each: {n_steps}")
print(f"Metropolis acceptance: {accepted / (n_walkers * n_steps):.3f}")
print(f"Metropolis mean E_L: {mc_mean:.5f} hartree")
print(f"Metropolis standard error: {mc_error:.5f} hartree")
print(f"Metropolis standard deviation of E_L: {mc_sigma:.4f} hartree")
print(f"Metropolis smallest E_L: {mc_min:.4f} hartree")
print(f"Metropolis largest E_L: {mc_max:.4f} hartree")
print(f"Hartree-Fock, cc-pV5Z: {hf_energy:.5f} hartree")
print(f"Saturating Jastrow, best beta: {beta_best:.3f} 1/bohr")
print(f"Saturating Jastrow, energy: {pade_energy:.5f} hartree")
print(f"Hylleraas, {n_small} terms: {ref_small:.5f} hartree")
print(f"Hylleraas, {n_ref} terms: {ref_energy:.5f} hartree")
print(f"Mean E_L above {n_ref}-term Hylleraas: {mean - ref_energy:.5f} hartree")
print("OK")
```

Printed output:

```
Nuclear charge Z: 2
Lower bound of E_L: -4.2500 hartree
Upper bound of E_L: -2.2500 hartree
E_L at r1=(0.5,0,0), r2=(0,1,0) bohr: -2.908359 hartree
Triple point, same ray, r1 = 2 r2: E_L = -4.250000 hartree
Triple point, right angle, r1 = r2: E_L = -2.835786 hartree
Triple point, opposite sides, r1 = r2: E_L = -2.250000 hartree
r1 -> 0, r2 = 1 bohr, angle 0 deg: E_L = -4.25000 hartree
r1 -> 0, r2 = 1 bohr, angle 90 deg: E_L = -3.25000 hartree
r1 -> 0, r2 = 1 bohr, angle 180 deg: E_L = -2.25000 hartree
Same limit with repaired p wave, all angles: -3.25000 hartree
r12 -> 0 at 1 bohr from nucleus: E_L = -4.25000 hartree
Integral I0 = 109/3888 = 0.02803498 (atomic units)
Integral Iw = 19/486 = 0.03909465 (atomic units)
Mean of w = 152/109 = 1.394495
Mean E_L, closed form = -1245/436 = -2.855505 hartree
Mean E_L converted: -77.702 eV
Kinetic energy by quadrature: 2.855505 hartree
Potential energy by quadrature: -5.711009 hartree
Sum of the two: -2.855505 hartree
Standard deviation of E_L: 0.4900 hartree
Without r12 factor, mean E_L: -2.750000 hartree
Without r12 factor, standard deviation: 1.0508 hartree
Metropolis walkers: 4000, recorded steps each: 1500
Metropolis acceptance: 0.447
Metropolis mean E_L: -2.85620 hartree
Metropolis standard error: 0.00062 hartree
Metropolis standard deviation of E_L: 0.4900 hartree
Metropolis smallest E_L: -4.2500 hartree
Metropolis largest E_L: -2.2500 hartree
Hartree-Fock, cc-pV5Z: -2.86162 hartree
Saturating Jastrow, best beta: 0.143 1/bohr
Saturating Jastrow, energy: -2.87820 hartree
Hylleraas, 13 terms: -2.90364 hartree
Hylleraas, 22 terms: -2.90371 hartree
Mean E_L above 22-term Hylleraas: 0.04820 hartree
OK
```
